# Angular overlap levels along the trigonal twist of a tris-chelate: verification in Python

```python
"""
Trigonal twist of a tris-chelate in the angular overlap model (AOM).
Result under test, at cos(theta)^2 = 1/3 and with Delta = 3 e_sigma - 4 e_pi:
  E(a1) = 4 e_pi
  E(e)  = 4 e_pi + Delta/2 -/+ (Delta/6) sqrt(1 + 8 sin(3 phi/2)^2)
theta: angle of each metal-donor bond to the threefold axis (z)
phi:   twist angle, 60 deg at the octahedron and 0 at the prism
beta:  donor-metal-donor bite angle within one chelate
e_sigma, e_pi: AOM parameters; pi interaction is isotropic about the bond.
The reference matrix comes from numerical overlaps of angular functions.
"""
import numpy as np
from scipy.optimize import brentq
from scipy import constants

E_SIGMA, E_PI = 7000.0, 500.0       # chosen model parameters, cm^-1
DELTA = 3 * E_SIGMA - 4 * E_PI
THETA_OCT = np.arccos(1 / np.sqrt(3))
PHI_OCT = np.pi / 3
ROOT3 = np.sqrt(3)

# Product quadrature on the unit sphere, exact for products of d functions
nodes, node_weights = np.polynomial.legendre.leggauss(8)
azimuths = np.arange(12) * 2 * np.pi / 12
Z, AZ = np.meshgrid(nodes, azimuths, indexing="ij")
RHO = np.sqrt(1 - Z**2)
POINTS = np.array([(RHO * np.cos(AZ)).ravel(),
                   (RHO * np.sin(AZ)).ravel(), Z.ravel()])
WEIGHTS = np.repeat(node_weights, 12) * 2 * np.pi / 12


def d_functions(x, y, z):
    """Order: z2, xz, yz, x2-y2, xy; each has squared norm 4 pi/5."""
    return np.array([(3 * z**2 - 1) / 2, ROOT3 * x * z, ROOT3 * y * z,
                     ROOT3 * (x**2 - y**2) / 2, ROOT3 * x * y])


METAL_D = d_functions(*POINTS)


def donors(theta, phi):
    """Rows k and k+3 belong to the same chelate."""
    result = []
    for sign in (1, -1):
        for k in range(3):
            a = 2 * np.pi * k / 3 + sign * phi / 2
            result.append([np.sin(theta) * np.cos(a),
                           np.sin(theta) * np.sin(a), sign * np.cos(theta)])
    return np.array(result)


def aom_matrix(theta, phi, es=E_SIGMA, ep=E_PI, frame_angle=0.4):
    """AOM matrix from overlap integrals with bond-axis d functions."""
    matrix = np.zeros((5, 5))
    for bond in donors(theta, phi):
        u = np.cross(bond, [0.31, 0.52, 0.79])
        u /= np.linalg.norm(u)
        v = np.cross(bond, u)
        x_axis = np.cos(frame_angle) * u + np.sin(frame_angle) * v
        y_axis = np.cross(bond, x_axis)
        local = d_functions(x_axis @ POINTS, y_axis @ POINTS, bond @ POINTS)
        overlap = 5 / (4 * np.pi) * (METAL_D * WEIGHTS) @ local.T
        for column, strength in ((0, es), (1, ep), (2, ep)):
            matrix += strength * np.outer(overlap[:, column],
                                          overlap[:, column])
    return matrix


def derived_elements(theta, phi, es=E_SIGMA, ep=E_PI):
    s, c = np.sin(theta), np.cos(theta)
    a1 = 1.5 * (3 * c**2 - 1)**2 * es + 18 * s**2 * c**2 * ep
    v11 = 9 * s**2 * c**2 * es + 3 * (np.cos(2 * theta)**2 + c**2) * ep
    v22 = 2.25 * s**4 * es + 3 * s**2 * (1 + c**2) * ep
    v12 = 1.5 * s**3 * c * (3 * es - 4 * ep) * np.sin(1.5 * phi)
    return a1, v11, v22, v12


def derived_levels(theta, phi, es=E_SIGMA, ep=E_PI):
    a1, v11, v22, v12 = derived_elements(theta, phi, es, ep)
    root = np.sqrt(((v11 - v22) / 2)**2 + v12**2)
    return a1, (v11 + v22) / 2 - root, (v11 + v22) / 2 + root


def numerical_levels(theta, phi):
    """a1, lower e, upper e from the quadrature matrix."""
    h = aom_matrix(theta, phi)
    pair = np.linalg.eigvalsh(h[1:, 1:])
    assert np.max(np.abs(h[0, 1:])) < 1e-7
    assert abs(pair[0] - pair[1]) < 1e-7 and abs(pair[2] - pair[3]) < 1e-7
    return h[0, 0], pair[0], pair[2]


# General matrix elements, level formula, trace and local-frame isotropy
rng = np.random.default_rng(7)
for _ in range(40):
    theta = rng.uniform(0.3, 1.4)
    phi = rng.uniform(0, PHI_OCT)
    es, ep = rng.uniform(3000, 9000), rng.uniform(-800, 1000)
    h = aom_matrix(theta, phi, es, ep)
    a1, v11, v22, v12 = derived_elements(theta, phi, es, ep)
    expected = np.diag([a1, v11, v11, v22, v22])
    expected[1, 4] = expected[4, 1] = v12
    expected[2, 3] = expected[3, 2] = v12
    assert np.allclose(h, expected, atol=1e-7)
    low_a, low_e, high_e = derived_levels(theta, phi, es, ep)
    assert np.allclose(np.linalg.eigvalsh(h),
                       np.sort([low_a, low_e, low_e, high_e, high_e]),
                       atol=1e-7)
    assert abs(np.trace(h) - 6 * es - 12 * ep) < 1e-7
    assert np.allclose(h, aom_matrix(theta, phi, es, ep, 1.3), atol=1e-7)

# Closed result and orbital character at the octahedral polar angle
for phi in np.linspace(0, PHI_OCT, 13):
    root = np.sqrt(1 + 8 * np.sin(1.5 * phi)**2)
    closed = (4 * E_PI, 4 * E_PI + DELTA / 2 - DELTA * root / 6,
              4 * E_PI + DELTA / 2 + DELTA * root / 6)
    assert np.allclose(numerical_levels(THETA_OCT, phi), closed, atol=1e-7)
    vectors = np.linalg.eigh(aom_matrix(THETA_OCT, phi))[1][:, -2:]
    weight = np.sum(vectors[1:3]**2) / 2
    assert abs(weight - (1 + 1 / root) / 2) < 1e-10

# Quadratic behaviour at both ends, from finite differences
step = 1e-3
oct_levels = numerical_levels(THETA_OCT, PHI_OCT)
prism_levels = numerical_levels(THETA_OCT, 0)
near_oct = numerical_levels(THETA_OCT, PHI_OCT - step)
near_prism = numerical_levels(THETA_OCT, step)
assert abs((near_oct[1] - oct_levels[1]) / step**2 / (DELTA / 2) - 1) < 1e-4
assert abs((near_oct[2] - oct_levels[2]) / step**2 / (-DELTA / 2) - 1) < 1e-4
gap_rise = (near_prism[2] - near_prism[1]
            - prism_levels[2] + prism_levels[1])
assert abs(gap_rise / step**2 / (3 * DELTA) - 1) < 1e-4

# Reflection parity at the prism: xz,yz are odd; the other three are even
reflection = np.diag([1, -1, -1, 1, 1])
prism_matrix = aom_matrix(THETA_OCT, 0)
assert np.allclose(reflection @ prism_matrix, prism_matrix @ reflection)
twisted = aom_matrix(THETA_OCT, 0.3)
assert np.max(np.abs(reflection @ twisted - twisted @ reflection)) > 100


def follow_upper_pair(final_theta):
    """Follow eg continuously and return its final xz,yz weight."""
    previous = None
    for t in np.linspace(0, 1, 301):
        theta = THETA_OCT + t * (final_theta - THETA_OCT)
        vectors = np.linalg.eigh(aom_matrix(theta, PHI_OCT * (1 - t)))[1]
        projector = vectors[:, -2:] @ vectors[:, -2:].T
        if previous is not None:
            assert np.trace(projector @ previous) > 1.99
        previous = projector
    return np.trace(previous[1:3, 1:3]) / 2


FLAT_THETA = np.radians(70)
weight_regular = follow_upper_pair(THETA_OCT)
weight_flat = follow_upper_pair(FLAT_THETA)
assert abs(weight_regular - 1) < 1e-9 and weight_flat < 1e-9


def prism_order(theta, ep=E_PI):
    x = np.cos(theta)**2
    return (2.25 * (1 - x) * (5 * x - 1) * E_SIGMA
            + 3 * x * (5 * x - 3) * ep)


for theta in np.linspace(0.4, 1.4, 9):
    h = aom_matrix(theta, 0)
    assert abs(h[1, 1] - h[3, 3] - prism_order(theta)) < 1e-7
critical = brentq(prism_order, THETA_OCT, np.radians(80))
critical_sigma = brentq(lambda t: prism_order(t, 0), THETA_OCT,
                        np.radians(80))
h_critical = aom_matrix(critical, 0)
assert abs(h_critical[1, 1] - h_critical[3, 3]) < 1e-6


def bite_angle(theta, phi):
    xyz = donors(theta, phi)
    return np.arccos(np.clip(xyz[0] @ xyz[3], -1, 1))


def rigid_theta(phi, beta=np.pi / 2):
    return np.arcsin(np.cos(beta / 2) / np.cos(phi / 2))


for beta in np.radians([75, 90]):
    for phi in np.linspace(0, PHI_OCT, 7):
        assert abs(bite_angle(rigid_theta(phi, beta), phi) - beta) < 1e-10
ideal_prism_bite = bite_angle(THETA_OCT, 0)
assert abs(np.cos(ideal_prism_bite) - 1 / 3) < 1e-12


def rigid_difference(phi):
    levels = numerical_levels(rigid_theta(phi), phi)
    return levels[1] - levels[0]


scan = np.linspace(0, PHI_OCT - 1e-3, 401)
differences = np.array([rigid_difference(p) for p in scan])
changes = np.where(differences[:-1] * differences[1:] < 0)[0]
crossings = [brentq(rigid_difference, scan[i], scan[i + 1]) for i in changes]
lowest = np.argmin(differences)

# Orbital-energy costs from explicit occupations of five sorted orbitals
occupations = {"high-spin d3": [1, 1, 1, 0, 0],
               "high-spin d5": [1, 1, 1, 1, 1],
               "low-spin d6": [2, 2, 2, 0, 0],
               "d8": [2, 2, 2, 1, 1]}
shift = (np.linalg.eigvalsh(aom_matrix(THETA_OCT, 0))
         - np.linalg.eigvalsh(aom_matrix(THETA_OCT, PHI_OCT)))
costs = {name: np.dot(occ, shift) for name, occ in occupations.items()}
for name, factor in (("high-spin d3", 2 / 3), ("high-spin d5", 0),
                     ("low-spin d6", 4 / 3), ("d8", 2 / 3)):
    assert abs(costs[name] - factor * DELTA) < 1e-7

TO_EV = constants.h * constants.c * 100 / constants.e
print(f"e_sigma = {E_SIGMA:.0f} cm^-1; e_pi = {E_PI:.0f} cm^-1")
print(f"Delta = {DELTA:.0f} cm^-1 = {DELTA * TO_EV:.4f} eV")
print(f"Octahedral theta = {np.degrees(THETA_OCT):.3f} deg")
print(f"Sum of five orbital energies = {np.trace(prism_matrix):.1f} cm^-1")
print("Fixed theta: phi/deg, a1, lower e, upper e (cm^-1), upper m=1 weight")
for degrees in (60, 45, 30, 15, 0):
    phi = np.radians(degrees)
    levels = numerical_levels(THETA_OCT, phi)
    vectors = np.linalg.eigh(aom_matrix(THETA_OCT, phi))[1][:, -2:]
    weight = np.sum(vectors[1:3]**2) / 2
    print(f"{degrees:3d} " + " ".join(f"{e:9.1f}" for e in levels)
          + f" {weight:.4f}")
print("Fixed-theta prism a1', e', e'' = "
      + ", ".join(f"{e * TO_EV:.4f}" for e in prism_levels) + " eV")
_, v11, v22, v12 = derived_elements(THETA_OCT, PHI_OCT)
print(f"Octahedron V11, V22, V12 = {v11:.1f}, {v22:.1f}, {v12:.1f} cm^-1")
print(f"Bite of prism at octahedral theta = "
      f"{np.degrees(ideal_prism_bite):.3f} deg")
print("Rigid 90 deg bite: phi/deg, theta/deg, a1, lower e, upper e (cm^-1)")
for degrees in (60, 45, 30, 15, 0):
    phi = np.radians(degrees)
    theta = rigid_theta(phi)
    print(f"{degrees:3d} {np.degrees(theta):7.3f} "
          + " ".join(f"{e:9.1f}" for e in numerical_levels(theta, phi)))
print(f"Rigid-bite a1/lower-e crossings inside path: {len(crossings)}")
for phi in crossings:
    energy = numerical_levels(rigid_theta(phi), phi)[0]
    print(f"  crossing at phi = {np.degrees(phi):.3f} deg, "
          f"energy = {energy:.1f} cm^-1")
print(f"Most negative lower-e minus a1 = {differences[lowest]:.1f} cm^-1 "
      f"at phi = {np.degrees(scan[lowest]):.1f} deg")
print(f"Critical prism theta = {np.degrees(critical):.3f} deg, "
      f"bite = {np.degrees(bite_angle(critical, 0)):.3f} deg")
print(f"Critical prism theta without pi = "
      f"{np.degrees(critical_sigma):.3f} deg, "
      f"bite = {np.degrees(bite_angle(critical_sigma, 0)):.3f} deg")
flat = aom_matrix(FLAT_THETA, 0)
print(f"Flattened prism theta = {np.degrees(FLAT_THETA):.1f} deg: "
      f"a1', e', e'' = {flat[0, 0]:.1f}, {flat[3, 3]:.1f}, "
      f"{flat[1, 1]:.1f} cm^-1")
print(f"Final m=1 weight of followed eg: regular {weight_regular:.3f}, "
      f"flattened {abs(weight_flat):.3f}")
print("Orbital-energy cost, octahedron to prism at fixed theta:")
for name, cost in costs.items():
    print(f"  {name}: {cost + 0.0:.1f} cm^-1 = {cost / DELTA:.4f} Delta")
print("success")
```

Running it gives:

```
e_sigma = 7000 cm^-1; e_pi = 500 cm^-1
Delta = 19000 cm^-1 = 2.3557 eV
Octahedral theta = 54.736 deg
Sum of five orbital energies = 48000.0 cm^-1
Fixed theta: phi/deg, a1, lower e, upper e (cm^-1), upper m=1 weight
 60    2000.0    2000.0   21000.0 0.6667
 45    2000.0    2639.9   20360.1 0.6787
 30    2000.0    4419.1   18580.9 0.7236
 15    2000.0    6833.5   16166.5 0.8393
  0    2000.0    8333.3   14666.7 1.0000
Fixed-theta prism a1', e', e'' = 0.2480, 1.0332, 1.8184 eV
Octahedron V11, V22, V12 = 14666.7, 8333.3, 8956.7 cm^-1
Bite of prism at octahedral theta = 70.529 deg
Rigid 90 deg bite: phi/deg, theta/deg, a1, lower e, upper e (cm^-1)
 60  54.736    2000.0    2000.0   21000.0
 45  49.940    2801.9    2390.6   20208.4
 30  47.059    3854.4    3454.6   18618.2
 15  45.497    4608.4    4567.5   17128.3
  0  45.000    4875.0    5062.5   16500.0
Rigid-bite a1/lower-e crossings inside path: 1
  crossing at phi = 13.380 deg, energy = 4662.4 cm^-1
Most negative lower-e minus a1 = -467.4 cm^-1 at phi = 38.1 deg
Critical prism theta = 62.734 deg, bite = 54.531 deg
Critical prism theta without pi = 63.435 deg, bite = 53.130 deg
Flattened prism theta = 70.0 deg: a1', e', e'' = 5353.2, 13760.2, 7563.2 cm^-1
Final m=1 weight of followed eg: regular 1.000, flattened 0.000
Orbital-energy cost, octahedron to prism at fixed theta:
  high-spin d3: 12666.7 cm^-1 = 0.6667 Delta
  high-spin d5: -0.0 cm^-1 = -0.0000 Delta
  low-spin d6: 25333.3 cm^-1 = 1.3333 Delta
  d8: 12666.7 cm^-1 = 0.6667 Delta
success
```
